# Renyi entropies, disequilibrium and statistical complexity of the hydrogenic 1s density: test program

```python
# Result under test: for the hydrogenic 1s density
#   rho(r) = Z^3/pi * exp(-2 Z r)      (r in bohr, rho in bohr^-3)
# the Renyi entropies are R_q = ln(pi/Z^3) + 3 ln(q)/(q-1), the Shannon
# entropy is S = 3 + ln(pi) - 3 ln(Z), the disequilibrium is
# D = integral of rho^2 = Z^3/(8 pi), and C = D exp(S) = e^3/8 for every Z.
# Z: nuclear charge, q: Renyi order. Nonrelativistic, fixed point nucleus.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def density_1s(r, Z):
    return Z**3 / np.pi * np.exp(-2 * Z * r)


def moment(rho, q, r_max):
    """Integral of rho^q over space, for a spherical density."""
    return quad(lambda r: 4 * np.pi * r**2 * rho(r)**q, 0, r_max,
                epsabs=0, epsrel=1e-10, limit=200)[0]


def shannon(rho, r_max):
    """Minus the integral of rho ln(rho) over space."""
    return quad(lambda r: -4 * np.pi * r**2 * rho(r) * np.log(rho(r)),
                0, r_max, epsabs=1e-11, epsrel=1e-10, limit=200)[0]


def renyi_1s(q, Z):
    """Renyi entropy of the 1s density from its definition."""
    value = moment(lambda r: density_1s(r, Z), q, 25 / (Z * q))
    return np.log(value) / (1 - q)


def renyi_formula(q, Z):
    return np.log(np.pi / Z**3) + 3 * np.log(q) / (q - 1)


C_formula = np.exp(3) / 8
print(f"closed form e^3/8 = {C_formula:.6f} (dimensionless)")

# Quadrature of the definitions against the closed formulas
print("1s by quadrature: S in nat, D and S*D in bohr^-3, C dimensionless")
products = {}
for Z in (1, 2, 3, 4):
    rho = lambda r, Z=Z: density_1s(r, Z)
    norm = moment(rho, 1, 25 / Z)
    S = shannon(rho, 25 / Z)
    D = moment(rho, 2, 25 / Z)
    C = D * np.exp(S)
    assert abs(norm - 1) < 1e-9
    assert abs(S - (3 + np.log(np.pi) - 3 * np.log(Z))) < 1e-8
    assert abs(D / (Z**3 / (8 * np.pi)) - 1) < 1e-8
    assert abs(C - C_formula) < 1e-7
    for q in (0.1, 0.5, 1.5, 2, 3, 10):
        assert abs(renyi_1s(q, Z) - renyi_formula(q, Z)) < 1e-7
    products[Z] = S * D
    print(f"  Z={Z}: S={S:.6f}  D={D:.6f}  S*D={S * D:.6f}  C={C:.6f}")
# The plain product is not a constant and even changes sign
assert products[3] > 2 * products[1] and products[4] < 0

# Worked example: He+ (Z = 2)
Z = 2
rho_he = lambda r: density_1s(r, Z)
S_he = shannon(rho_he, 25 / Z)
D_he = moment(rho_he, 2, 25 / Z)
r_mean = quad(lambda r: 4 * np.pi * r**3 * rho_he(r), 0, 25 / Z)[0]
assert abs(r_mean - 3 / (2 * Z)) < 1e-7
assert abs(S_he - (-np.log(rho_he(0)) + 2 * Z * r_mean)) < 1e-6
print(f"He+: density at nucleus = {rho_he(0):.6f} bohr^-3")
print(f"He+: mean radius = {r_mean:.6f} bohr")
previous = np.inf
for q in (0.1, 0.5, 1, 2, 3, 10, 200):
    R = S_he if q == 1 else renyi_1s(q, Z)
    assert R < previous          # R_q decreases with q
    previous = R
    print(f"He+: R_q at q={q:g} is {R:.6f} nat")
floor = -np.log(rho_he(0))
assert 0 < previous - floor < 0.1
assert previous - floor < 0.2 * (renyi_1s(10, Z) - floor)
print(f"He+: large-q limit -ln rho(0) = {floor:.6f} nat")
step = 1e-3
R_near_one = 0.5 * (renyi_1s(1 - step, Z) + renyi_1s(1 + step, Z))
assert abs(R_near_one - S_he) < 1e-5   # remainder is of order step^2
print(f"He+: mean of R_q at q=0.999 and 1.001 = {R_near_one:.6f} nat")
print(f"He+: volume exp(S) = {np.exp(S_he):.6f} bohr^3")
print(f"He+: volume 1/D = {1 / D_he:.6f} bohr^3")
print(f"He+: ratio of the volumes C = {D_he * np.exp(S_he):.6f}")

# Change of length unit for hydrogen
bohr = physical_constants["Bohr radius"][0] * 1e10
rho_angstrom = lambda x: density_1s(x / bohr, 1) / bohr**3
S_ang = shannon(rho_angstrom, 25 * bohr)
D_ang = moment(rho_angstrom, 2, 25 * bohr)
S_H = shannon(lambda r: density_1s(r, 1), 25)
assert abs(S_ang - S_H - 3 * np.log(bohr)) < 1e-8
assert abs(D_ang * np.exp(S_ang) - C_formula) < 1e-7
print(f"1 bohr = {bohr:.6f} angstrom")
print(f"H, density in angstrom^-3: S = {S_ang:.6f} nat")
print(f"H: D = {D_ang:.6f} angstrom^-3")
print(f"H: S*D = {S_ang * D_ang:.6f} angstrom^-3")
print(f"H: C from angstrom units = {D_ang * np.exp(S_ang):.6f}")

# Second road: densities from the radial Schroedinger equation, l = 0,
# on one fixed grid for all Z; errors are of order (Z * spacing)^2
spacing = 0.005
r_grid = spacing * np.arange(1, 8001)
print(f"radial grid: spacing {spacing} bohr, {r_grid.size} points")
C_2s = {}
for Z in (1, 2, 3):
    diagonal = 1 / spacing**2 - Z / r_grid
    off_diagonal = np.full(r_grid.size - 1, -0.5 / spacing**2)
    energy, u = eigh_tridiagonal(diagonal, off_diagonal,
                                 select="i", select_range=(0, 1))
    complexity = []
    for state in (0, 1):
        weight = u[:, state]**2
        weight = weight / (spacing * weight.sum())
        rho = weight / (4 * np.pi * r_grid**2)
        keep = rho > 0
        S = -spacing * np.sum(weight[keep] * np.log(rho[keep]))
        D = spacing * np.sum(weight * rho)
        complexity.append(D * np.exp(S))
        if state == 0:
            assert abs(S - (3 + np.log(np.pi / Z**3))) < 3e-4
            assert abs(D * 8 * np.pi / Z**3 - 1) < 3e-4
    assert abs(energy[0] / (-Z**2 / 2) - 1) < 1e-4
    assert abs(complexity[0] - C_formula) < 1e-4
    C_2s[Z] = complexity[1]
    print(f"  grid Z={Z}: E_1s={energy[0]:.5f} hartree, "
          f"C_1s={complexity[0]:.5f}, C_2s={complexity[1]:.4f}")
assert abs(C_2s[1] - C_2s[3]) < 1e-3 and abs(C_2s[1] - C_2s[2]) < 1e-3
assert abs(C_2s[1] - C_formula) > 0.05

# Other shapes: a Gaussian, and a uniform ball that reaches the bound C = 1
gaussian = lambda r: np.pi**-1.5 * np.exp(-r**2)
C_gauss = moment(gaussian, 2, 9) * np.exp(shannon(gaussian, 9))
assert abs(C_gauss - (np.e / 2)**1.5) < 1e-7
radius = 1.7
ball = lambda r: 3 / (4 * np.pi * radius**3)
C_ball = moment(ball, 2, radius) * np.exp(shannon(ball, radius))
assert abs(C_ball - 1) < 1e-8
assert C_ball < C_gauss < C_formula
print(f"Gaussian density: C = {C_gauss:.6f}")
print(f"uniform ball: C = {C_ball:.6f}")

print("finished without a failed check")
```

Printed output:

```
closed form e^3/8 = 2.510692 (dimensionless)
1s by quadrature: S in nat, D and S*D in bohr^-3, C dimensionless
  Z=1: S=4.144730  D=0.039789  S*D=0.164914  C=2.510692
  Z=2: S=2.065288  D=0.318310  S*D=0.657402  C=2.510692
  Z=3: S=0.848893  D=1.074296  S*D=0.911962  C=2.510692
  Z=4: S=-0.014153  D=2.546479  S*D=-0.036041  C=2.510692
He+: density at nucleus = 2.546479 bohr^-3
He+: mean radius = 0.750000 bohr
He+: R_q at q=0.1 is 6.740572 nat
He+: R_q at q=0.5 is 3.224171 nat
He+: R_q at q=1 is 2.065288 nat
He+: R_q at q=2 is 1.144730 nat
He+: R_q at q=3 is 0.713207 nat
He+: R_q at q=10 is -0.167183 nat
He+: R_q at q=200 is -0.854838 nat
He+: large-q limit -ln rho(0) = -0.934712 nat
He+: mean of R_q at q=0.999 and 1.001 = 2.065289 nat
He+: volume exp(S) = 7.887572 bohr^3
He+: volume 1/D = 3.141593 bohr^3
He+: ratio of the volumes C = 2.510692
1 bohr = 0.529177 angstrom
H, density in angstrom^-3: S = 2.235434 nat
H: D = 0.268508 angstrom^-3
H: S*D = 0.600231 angstrom^-3
H: C from angstrom units = 2.510692
radial grid: spacing 0.005 bohr, 8000 points
  grid Z=1: E_1s=-0.50000 hartree, C_1s=2.51069, C_2s=2.5884
  grid Z=2: E_1s=-1.99995 hartree, C_1s=2.51069, C_2s=2.5884
  grid Z=3: E_1s=-4.49975 hartree, C_1s=2.51069, C_2s=2.5885
Gaussian density: C = 1.584516
uniform ball: C = 1.000000
finished without a failed check
```
